# Vector spin drift-diffusion with angular-momentum balance in noncollinear stacks: test program

```python
"""
Vector spin drift-diffusion in a stack N|F1|N|F2|N with noncollinear F layers.

Result under test: with mu the vector spin potential and j the vector spin
current (times e/g, g = Sharvin conductance per spin and area), each layer obeys
    j = beta*jc*m - c*mu',  c = (4/3) l (1-beta^2)
    mu'' = mu/ell^2 + mu_perp/lam_phi^2 - (mu x m)/lam_J^2
and each interface (spin-dependent delta potential) obeys
    jL - jR = A (muL + muR),  jL + jR = 2 gamma jc m + B (muL - muR).
The jump jL - jR is the exchange torque on the interface moments, and angular
momentum balances at every interface, in every layer and in the whole stack.
m: majority spin direction; l: mean free path; beta: bulk spin asymmetry;
Delta: exchange splitting; z: delta strength / (hbar v) for each spin.
Internal units: nm for lengths, micro-eV for mu and j, eV for Delta.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded

# ---------------------------------------------------------------- parameters
kF = 13.6                       # 1/nm, copper-like Fermi sphere
J_SI = 1e10                     # A/m^2
temperature = 4.2               # K
Ms = 1e5                        # A/m, free-layer magnetization
pillar_radius = 50e-9           # m
hbar_v = sc.hbar**2 * kF * 1e9 / sc.m_e / sc.e * 1e9      # eV nm
E_F = 0.5 * hbar_v * kF                                   # eV
g_sh = sc.e**2 / sc.h * (kF * 1e9)**2 / (4 * np.pi)       # 1/(ohm m^2)
jc = J_SI / g_sh * 1e6                                    # micro-eV
TO_NJ = sc.hbar / (2 * sc.e) * g_sh * 1e-6 * 1e9          # micro-eV -> nJ/m^2


def half_range(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def make_stack(theta_deg, s=1.0, Delta=0.05, dz=0.1, deph=1.0):
    """s > 1 shortens mean free paths at (nearly) fixed diffusion lengths."""
    th = np.radians(theta_deg)
    m1 = np.array([0.0, 0.0, 1.0])
    m2 = np.array([np.sin(th), 0.0, np.cos(th)])

    def normal(d):
        return dict(l=10.0 / s, beta=0.0, Delta=0.0, lsf=100.0, m=m1, d=d,
                    deph=deph)

    def ferro(d, m):
        return dict(l=1.5 / s, beta=0.3 / s, Delta=Delta / s, lsf=8.0, m=m,
                    d=d, deph=deph)
    layers = [normal(200.0), ferro(15.0, m1), normal(20.0), ferro(5.0, m2),
              normal(200.0)]
    zu, zd = 0.35 - dz / (2 * s), 0.35 + dz / (2 * s)
    return layers, [(zu, zd, m) for m in (m1, m1, m2, m2)]


# ------------------------------------------- closed-form (matrix) algorithm
def cross_right(m):
    """Matrix X with X v = v x m."""
    return np.array([[0, m[2], -m[1]], [-m[2], 0, m[0]], [m[1], -m[0], 0]])


def tensor(m, along, circular):
    P = np.outer(m, m)
    Pp = 0.5 * (np.eye(3) - P + 1j * cross_right(m))
    return along * P + 2 * np.real(circular * Pp)


def lengths(L):
    b2 = 1 - L['beta']**2
    inv_ell2 = 1 / (L['lsf']**2 * b2)
    inv_phi2 = L['deph'] * 3 * (1 - np.sqrt(b2)) / (L['l'] * b2)**2
    inv_J2 = 3 * L['Delta'] / (hbar_v * L['l'] * b2)
    k = np.sqrt(inv_ell2)
    q = np.sqrt(inv_ell2 + inv_phi2 + 1j * inv_J2)
    return 4 / 3 * L['l'] * b2, k, q, inv_ell2, inv_phi2, inv_J2


def interface_coefficients(zu, zd):
    c, w = half_range(40)
    w = 2 * c * w
    tu, td = 1 / (1 + 1j * zu / c), 1 / (1 + 1j * zd / c)
    Tu, Td = np.sum(w * abs(tu)**2), np.sum(w * abs(td)**2)
    Gu, Gd = Tu / (1 - Tu), Td / (1 - Td)
    R = np.sum(w * (td - 1) * np.conj(tu - 1))
    T = np.sum(w * td * np.conj(tu))
    A = 2 * (1 - R - T) / (1 + R + T)
    B = 2 * (1 - R + T) / (1 + R - T)
    return A, B, 2 * Gu * Gd / (Gu + Gd), (Gu - Gd) / (Gu + Gd)


def solve_stack(layers, ifaces):
    nI = len(ifaces)
    near, far, drive = [], [], []
    for L in layers:
        c, k, q = lengths(L)[:3]
        d = L['d']
        near.append(c * tensor(L['m'], k / np.tanh(k * d), q / np.tanh(q * d)))
        far.append(c * tensor(L['m'], k / np.sinh(k * d), q / np.sinh(q * d)))
        drive.append(L['beta'] * jc * L['m'])
    M, rhs = np.zeros((6 * nI, 6 * nI)), np.zeros(6 * nI)
    left_rows, right_rows = [], []
    for i, (zu, zd, m) in enumerate(ifaces):
        JL, JR = np.zeros((3, 6 * nI)), np.zeros((3, 6 * nI))
        a, b = slice(6 * i, 6 * i + 3), slice(6 * i + 3, 6 * i + 6)
        JL[:, a] = -near[i]
        if i > 0:
            JL[:, 6 * i - 3:6 * i] = far[i]
        JR[:, b] = near[i + 1]
        if i < nI - 1:
            JR[:, 6 * i + 6:6 * i + 9] = -far[i + 1]
        A, B, Gs, gam = interface_coefficients(zu, zd)
        At, Bt = tensor(m, 0.0, A), tensor(m, 2 * Gs, B)
        M[a] = JL - JR
        M[a, a] -= At
        M[a, b] -= At
        rhs[a] = drive[i + 1] - drive[i]
        M[b] = JL + JR
        M[b, a] -= Bt
        M[b, b] += Bt
        rhs[b] = 2 * gam * jc * m - drive[i] - drive[i + 1]
        left_rows.append(JL)
        right_rows.append(JR)
    u = np.linalg.solve(M, rhs)
    muL, muR = u.reshape(nI, 2, 3)[:, 0], u.reshape(nI, 2, 3)[:, 1]
    jL = np.array([left_rows[i] @ u + drive[i] for i in range(nI)])
    jR = np.array([right_rows[i] @ u + drive[i + 1] for i in range(nI)])
    zero = np.zeros(3)
    j_in = drive[0] - far[0] @ muL[0]
    j_out = drive[-1] + far[-1] @ muR[-1]
    starts = [zero] + list(muR)
    ends = list(muL) + [zero]
    return dict(muL=muL, muR=muR, jL=jL, jR=jR, j_in=j_in, j_out=j_out,
                starts=starts, ends=ends)


def layer_losses(L, mu0, mud):
    """Quadrature of precession torque, dephasing torque and lattice loss."""
    c, k, q, ie, ip, iJ = lengths(L)
    d, m = L['d'], L['m']
    x, w = half_range(40)
    prec, deph, latt = np.zeros(3), np.zeros(3), np.zeros(3)
    for xi, wi in zip(x * d, w * d):
        mu = (tensor(m, np.sinh(k * (d - xi)) / np.sinh(k * d),
                     np.sinh(q * (d - xi)) / np.sinh(q * d)) @ mu0
              + tensor(m, np.sinh(k * xi) / np.sinh(k * d),
                       np.sinh(q * xi) / np.sinh(q * d)) @ mud)
        prec -= wi * c * iJ * np.cross(mu, m)
        deph += wi * c * ip * (mu - m * (m @ mu))
        latt += wi * c * ie * mu
    return prec, deph, latt


# -------------------------------- density-matrix operators (independent road)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
basis = [np.eye(2, dtype=complex)] + [s / 2 for s in sigma]


def superop(action):
    cols = []
    for X in basis:
        Y = action(X)
        cols.append([np.trace(Y).real / 2]
                    + [np.trace(s @ Y).real for s in sigma])
    return np.array(cols).T


def spin_diag(m, up, down):
    ms = np.tensordot(m, sigma, 1)
    return 0.5 * (up * (np.eye(2) + ms) + down * (np.eye(2) - ms))


def collision_operators(L):
    V = spin_diag(L['m'], 1 / np.sqrt(L['l'] * (1 + L['beta'])),
                  1 / np.sqrt(L['l'] * (1 - L['beta'])))
    H = spin_diag(L['m'], -L['Delta'] / 2, L['Delta'] / 2)
    out = superop(lambda X: 0.5 * (V @ V @ X + X @ V @ V))
    into = superop(lambda X: V @ X @ V)
    local = superop(lambda X: -1j * (H @ X - X @ H) / hbar_v)
    local -= np.diag([0, 1, 1, 1]) * L['l'] / (3 * L['lsf']**2)
    return out, into, local


def scatter_operators(iface, c):
    zu, zd, m = iface
    t = spin_diag(m, 1 / (1 + 1j * zu / c), 1 / (1 + 1j * zd / c))
    r = t - np.eye(2)
    return (superop(lambda X: r @ X @ r.conj().T),
            superop(lambda X: t @ X @ t.conj().T))


def box_solve(layers, gens, joins, left, right, b_left, b_right, cells):
    """Trapezoidal box scheme for y' = M y in each layer, linear joins."""
    n = gens[0].shape[0]
    h = n // 2
    w = n + h - 1
    N = len(layers) * (cells + 1) * n
    ab, rhs = np.zeros((2 * w + 1, N)), np.zeros(N)

    def put(block, r0, c0):
        i = r0 + np.arange(block.shape[0])[:, None]
        j = c0 + np.arange(block.shape[1])[None, :]
        ab[w + i - j, j] = block
    put(left, 0, 0)
    put(right, N - h, N - n)
    rhs[:h], rhs[N - h:] = b_left, b_right
    node, eye = 0, np.eye(n)
    for k, L in enumerate(layers):
        x = L['d'] / 2 * (1 - np.cos(np.pi * np.arange(cells + 1) / cells))
        for dx in np.diff(x):
            half = dx / 2 * gens[k]
            put(np.hstack([-eye - half, eye - half]), h + n * node, n * node)
            node += 1
        if k < len(joins):
            put(joins[k], h + n * node, n * node)
            node += 1
    y = solve_banded((w, w), ab, rhs).reshape(len(layers), cells + 1, n)
    return y[:, 0], y[:, -1]


def box_diffusion(layers, ifaces, cells):
    gens, joins, I4, Z4 = [], [], np.eye(4), np.zeros((4, 4))
    for L in layers:
        out, into, local = collision_operators(L)
        gens.append(np.block([[Z4, -0.75 * out],
                              [4 * (into - out + local), Z4]]))
    c, w = half_range(40)
    for f in ifaces:
        R, T = np.zeros((4, 4)), np.zeros((4, 4))
        for ci, wi in zip(c, w):
            r, t = scatter_operators(f, ci)
            R += 2 * ci * wi * r
            T += 2 * ci * wi * t
        joins.append(np.block([[I4 - R, -(I4 + R) / 2, -T, T / 2],
                               [-T, -T / 2, I4 - R, (I4 + R) / 2]]))
    end = np.hstack([I4, Z4])
    b = np.array([0.5, 0, 0, 0])
    first, last = box_solve(layers, gens, joins, end, end, b, -b, cells)
    scale = jc / (2 * first[0, 4])
    return first * scale, last * scale, scale


def kinetic_absorption(layers, ifaces, cells=100, nh=6):
    """Angle-resolved Boltzmann solution: spin current entering and leaving
    the free layer together with its two interfaces."""
    c, w = half_range(nh)
    cc, ww = np.r_[c, -c], np.r_[w, w]
    n = 8 * nh
    gens, joins = [], []
    for L in layers:
        out, into, local = collision_operators(L)
        gens.append(np.kron(np.diag(1 / cc), local - out)
                    + np.kron(np.outer(1 / cc, ww / 2), into))
    for f in ifaces:
        Jn = np.zeros((n, 2 * n))
        for a in range(nh):
            R, T = scatter_operators(f, c[a])
            p, q = slice(4 * a, 4 * a + 4), slice(4 * (a + nh), 4 * (a + nh) + 4)
            pR = slice(n + 4 * a, n + 4 * a + 4)
            qR = slice(n + 4 * (a + nh), n + 4 * (a + nh) + 4)
            Jn[p, q], Jn[p, p], Jn[p, qR] = np.eye(4), -R, -T
            Jn[q, pR], Jn[q, p], Jn[q, qR] = np.eye(4), -T, -R
        joins.append(Jn)
    eye = np.eye(n)
    b = np.tile([0.5, 0, 0, 0], nh)
    first, last = box_solve(layers, gens, joins, eye[:n // 2], eye[n // 2:],
                            b, -b, cells)

    def current(y):
        return 2 * np.einsum('a,ak->k', ww * cc, y.reshape(2 * nh, 4))
    scale = jc / (2 * current(first[0])[0])
    return scale * (current(last[2]) - current(first[4]))[1:]


# ------------------------------------------------------------ main solution
THETA = 60.0
layers, ifaces = make_stack(THETA)
sol = solve_stack(layers, ifaces)
size = np.max(abs(sol['jL']))

# interface balance: jump of spin current against exchange field x spin density
c40, w40 = half_range(40)
iface_torque = []
for i, (zu, zd, m) in enumerate(ifaces):
    incoming = (sol['muL'][i] + sol['jL'][i] / 2
                + sol['muR'][i] - sol['jR'][i] / 2)
    F = 0.5 * np.tensordot(incoming, sigma, 1)
    torque = np.zeros(3)
    for ci, wi in zip(c40, w40):
        t = spin_diag(m, 1 / (1 + 1j * zu / ci), 1 / (1 + 1j * zd / ci))
        rho = t @ F @ t.conj().T
        S = np.array([np.trace(s @ rho).real for s in sigma])
        torque -= 2 * ci * wi * (zd - zu) / ci * np.cross(S, m)
    iface_torque.append(torque)
iface_torque = np.array(iface_torque)
res_iface = np.max(abs(sol['jL'] - sol['jR'] - iface_torque)) / size
assert res_iface < 1e-9
assert np.max(abs(iface_torque)) > 1e-4 * size      # the test is not empty

# layer balance by quadrature, then the balance of the whole stack
losses = [layer_losses(L, a, b)
          for L, a, b in zip(layers, sol['starts'], sol['ends'])]
j_begin = [sol['j_in']] + list(sol['jR'])
j_end = list(sol['jL']) + [sol['j_out']]
res_layer = max(np.max(abs(a - b - sum(x)))
                for a, b, x in zip(j_begin, j_end, losses)) / size
assert res_layer < 1e-9
total_loss = sum(sum(x) for x in losses) + iface_torque.sum(axis=0)
net_inflow = sol['j_in'] - sol['j_out']
res_total = np.max(abs(net_inflow - total_loss)) / size
assert res_total < 1e-9

# comparison with the density-matrix box scheme; error must fall as 1/cells^2
box_error = []
for cells in (150, 300):
    first, last, voltage = box_diffusion(layers, ifaces, cells)
    diff = [last[:4, 1:4] - sol['muL'], first[1:, 1:4] - sol['muR'],
            last[:4, 5:8] - sol['jL'], first[1:, 5:8] - sol['jR']]
    box_error.append(np.max(np.abs(diff)) / size)
assert box_error[1] < 1e-3
assert 3.5 < box_error[0] / box_error[1] < 4.5


# free-layer torque, split into in-plane (toward m1) and out-of-plane (m1 x m2)
def split(vec, m1, m2):
    a = m1 - m2 * (m1 @ m2)
    b = np.cross(m1, m2)
    return np.array([vec @ a / np.linalg.norm(a), vec @ b / np.linalg.norm(b)])


def free_torque(theta, **options):
    lay, ifc = make_stack(theta, **options)
    s = solve_stack(lay, ifc)
    p, d, _ = layer_losses(lay[3], s['starts'][3], s['ends'][3])
    tot = p + d + (s['jL'] - s['jR'])[2:].sum(axis=0)
    assert abs(tot @ lay[3]['m']) < 1e-9 * size
    return TO_NJ * split(tot, lay[1]['m'], lay[3]['m'])


full = free_torque(THETA)
no_bulk = free_torque(THETA, Delta=0.0)
no_iface = free_torque(THETA, dz=0.0)
no_deph = free_torque(THETA, deph=0.0)
no_exch = free_torque(THETA, Delta=0.0, dz=0.0)
assert full[0] > 0
assert abs(no_exch[1]) < 1e-9 * abs(no_exch[0])
assert abs(full[1]) > 1e-4 * abs(full[0])

# kinetic theory against drift-diffusion, with ever shorter mean free paths
kin_error, kin_pair = {}, {}
for s in (1, 4, 16):
    lay, ifc = make_stack(THETA, s=s)
    dd = solve_stack(lay, ifc)
    m1, m2 = lay[1]['m'], lay[3]['m']
    a = split(dd['jL'][2] - dd['jR'][3], m1, m2)
    b = split(kinetic_absorption(lay, ifc), m1, m2)
    kin_error[s] = np.linalg.norm(a - b) / np.linalg.norm(b)
    kin_pair[s] = (TO_NJ * a, TO_NJ * b)
assert kin_error[16] < kin_error[4] < 0.15
assert kin_error[16] < 0.03

# ------------------------------------------------------------------- output
F, Nm = layers[1], layers[0]
cF, kFm, qF, ie, ip, iJ = lengths(F)


def vec(v):
    return "(%9.3f, %9.3f, %9.3f)" % tuple(TO_NJ * np.asarray(v) + 0.0)


def rho(L):
    return 1e8 / (2 * g_sh * 4 / 3 * L['l'] * 1e-9)


print("k_F %.1f /nm; E_F %.2f eV; hbar*v %.4f eV nm" % (kF, E_F, hbar_v))
print("Sharvin conductance per spin %.3e /(ohm m2)" % g_sh)
print("current density %.1f MA/cm2; jc %.3f micro-eV" % (J_SI / 1e10, jc))
print("full polarization hbar*J/2e: %.1f nJ/m2" % (TO_NJ * jc))
print("thicknesses N,F1,N,F2,N (nm):", [L['d'] for L in layers])
print("angle between m1 and m2: %.0f deg" % THETA)
print("F: l %.1f nm, beta %.2f, Delta %.0f meV, lam_sf %.0f nm, rho %.1f uohm cm"
      % (F['l'], F['beta'], 1e3 * F['Delta'], F['lsf'], rho(F)))
print("N: l %.1f nm, lam_sf %.0f nm, rho %.2f uohm cm"
      % (Nm['l'], Nm['lsf'], rho(Nm)))
print("F lengths (nm): ell %.3f, lam_phi %.3f, lam_J %.3f, c %.3f"
      % (1 / kFm, ip**-0.5, iJ**-0.5, cF))
print("F transverse decay length %.3f nm, rotation period %.2f nm"
      % (1 / qF.real, 2 * np.pi / qF.imag))
A, B, Gs, gam = interface_coefficients(*ifaces[0][:2])
print("interface z_up %.2f, z_down %.2f; gamma %.4f; G* %.4f"
      % (ifaces[0][0], ifaces[0][1], gam, Gs))
print("interface A = %.5f %+.5f i; B = %.4f %+.4f i"
      % (A.real, A.imag, B.real, B.imag))
print("Spin-axis vectors (1,2,3) in nJ/m2; m1 along 3, m1 x m2 along 2")
for i, name in enumerate(("N|F1", "F1|N", "N|F2", "F2|N")):
    print(name, "spin current left ", vec(sol['jL'][i]))
    print(name, "spin current right", vec(sol['jR'][i]))
    print(name, "exchange torque   ", vec(iface_torque[i]))
for i, name in ((1, "F1"), (3, "F2")):
    for part, label in zip(losses[i], ("precession torque", "dephasing torque ",
                                       "lattice loss     ")):
        print(name, label, vec(part))
for i, name in ((0, "left N"), (2, "middle N"), (4, "right N")):
    print(name, "lattice loss", vec(losses[i][2]))
print("net inflow from reservoirs", vec(net_inflow))
print("sum of all losses         ", vec(total_loss))
print("relative residuals: interface %.0e, layer %.0e, stack %.0e"
      % (res_iface, res_layer, res_total))
print("box scheme difference: %.2e (150 cells), %.2e (300 cells)"
      % tuple(box_error))
print("Free-layer torque (in-plane, out-of-plane) in nJ/m2:")
for label, v in (("full model", full), ("no bulk precession", no_bulk),
                 ("no interface exchange", no_iface),
                 ("no dephasing", no_deph), ("no exchange at all", no_exch)):
    print("  %-22s %9.3f %9.3f" % (label, v[0], v[1] + 0.0))
for th in (30, 90, 120, 150):
    print("  angle %3d deg          %9.3f %9.3f" % ((th,) + tuple(free_torque(th))))
print("efficiency in-plane torque/(hbar*J/2e): %.4f" % (full[0] / (TO_NJ * jc)))
field = full * 1e-9 / (Ms * layers[3]['d'] * 1e-9) * 1e3
print("equivalent fields at Ms %.0e A/m: %.4f, %.4f mT" % (Ms, field[0], field[1]))
print("absorbed transverse spin, diffusion: %.3f, %.3f nJ/m2" % tuple(kin_pair[1][0]))
print("absorbed transverse spin, kinetic:   %.3f, %.3f nJ/m2" % tuple(kin_pair[1][1]))
print("kinetic difference, l/1, l/4, l/16: %.2f, %.2f, %.2f %%"
      % tuple(100 * kin_error[s] for s in (1, 4, 16)))
V = voltage * 1e-6
T_hot = np.sqrt(temperature**2 + 3 / (4 * np.pi**2) * (sc.e * V / sc.k)**2)
print("stack voltage %.4f mV; hottest electrons %.2f K at bath %.1f K"
      % (1e3 * V, T_hot, temperature))
print("Oersted field at pillar edge, radius %.0f nm: %.3f mT"
      % (pillar_radius * 1e9, 1e3 * sc.mu_0 * J_SI * pillar_radius / 2))
strong = dict(F, Delta=1.0)
print("1/(k_F l) %.3f; Delta/E_F %.4f; lam_J at Delta = 1 eV: %.3f nm"
      % (1 / (kF * F['l']), F['Delta'] / E_F, lengths(strong)[5]**-0.5))
print("checks complete")
```

Printed output:

```
k_F 13.6 /nm; E_F 7.05 eV; hbar*v 1.0363 eV nm
Sharvin conductance per spin 5.702e+14 /(ohm m2)
current density 1.0 MA/cm2; jc 17.537 micro-eV
full polarization hbar*J/2e: 3291.1 nJ/m2
thicknesses N,F1,N,F2,N (nm): [200.0, 15.0, 20.0, 5.0, 200.0]
angle between m1 and m2: 60 deg
F: l 1.5 nm, beta 0.30, Delta 50 meV, lam_sf 8 nm, rho 43.8 uohm cm
N: l 10.0 nm, lam_sf 100 nm, rho 6.58 uohm cm
F lengths (nm): ell 7.632, lam_phi 3.672, lam_J 3.071, c 1.820
F transverse decay length 2.941 nm, rotation period 40.30 nm
interface z_up 0.30, z_down 0.40; gamma 0.2317; G* 2.6543
interface A = 0.00684 +0.11383 i; B = 5.3269 -0.6683 i
Spin-axis vectors (1,2,3) in nJ/m2; m1 along 3, m1 x m2 along 2
N|F1 spin current left  (   -0.205,     0.091,   340.382)
N|F1 spin current right (   -0.370,    -0.250,   340.382)
N|F1 exchange torque    (    0.165,     0.341,     0.000)
F1|N spin current left  (  105.958,   -71.760,   553.924)
F1|N spin current right (  146.024,   -46.250,   553.924)
F1|N exchange torque    (  -40.066,   -25.511,     0.000)
N|F2 spin current left  (  152.897,   -51.919,   533.002)
N|F2 spin current right (  185.418,    46.975,   476.674)
N|F2 exchange torque    (  -32.521,   -98.894,    56.328)
F2|N spin current left  (  216.845,    17.709,   158.213)
F2|N spin current right (  231.087,    16.877,   133.546)
F2|N exchange torque    (  -14.242,     0.832,    24.667)
F1 precession torque (  -96.403,   -11.524,     0.000)
F1 dephasing torque  (   -8.059,    67.424,     0.000)
F1 lattice loss      (   -1.866,    15.610,  -213.542)
F2 precession torque (  -90.913,  -127.344,   157.466)
F2 dephasing torque  (  -44.532,   127.167,    77.131)
F2 lattice loss      (  104.017,    29.442,    83.864)
left N lattice loss (    0.151,    -0.066,  -249.908)
middle N lattice loss (   -6.872,     5.670,    20.922)
right N lattice loss (  169.663,    12.391,    98.049)
net inflow from reservoirs (  -61.478,    -4.462,    54.978)
sum of all losses          (  -61.478,    -4.462,    54.978)
relative residuals: interface 3e-16, layer 2e-15, stack 2e-15
box scheme difference: 2.81e-05 (150 cells), 7.04e-06 (300 cells)
Free-layer torque (in-plane, out-of-plane) in nJ/m2:
  full model               364.414   -98.238
  no bulk precession       292.825   -75.998
  no interface exchange    298.939   -79.344
  no dephasing             387.470  -137.800
  no exchange at all       237.050     0.000
  angle  30 deg            207.305   -62.820
  angle  90 deg            462.112  -107.281
  angle 120 deg            478.221   -96.510
  angle 150 deg            336.715   -61.620
efficiency in-plane torque/(hbar*J/2e): 0.1107
equivalent fields at Ms 1e+05 A/m: 0.7288, -0.1965 mT
absorbed transverse spin, diffusion: 385.034, -68.796 nJ/m2
absorbed transverse spin, kinetic:   384.606, -68.278 nJ/m2
kinetic difference, l/1, l/4, l/16: 0.17, 0.34, 0.12 %
stack voltage 0.3809 mV; hottest electrons 4.37 K at bath 4.2 K
Oersted field at pillar edge, radius 50 nm: 0.314 mT
1/(k_F l) 0.049; Delta/E_F 0.0071; lam_J at Delta = 1 eV: 0.687 nm
checks complete
```
